\section*{Charge Radius Fits: Bias and Variance of Polynomial and z Expansions}

\section{A slope that cannot be measured}

An electron bound to a nucleus feels the finite extent of the nuclear charge. In natural units, $\hbar=c=1$, the static potential energy at momentum transfer $Q$ is $-4\pi Z\alpha\,G(Q^2)/Q^2$, where $G$ is the charge form factor and $G(0)=1$. The radius $r$ is defined by
\begin{equation}
 r^2=-6\left.\frac{dG}{dQ^2}\right|_{Q^2=0},\qquad
 G=1-\frac{r^2Q^2}{6}+\dots
\end{equation}
The second term of $G$ adds the constant $2\pi Z\alpha r^2/3$ to the potential energy. A constant in momentum space is a delta function in position space, so at leading order a level moves by $(2\pi Z\alpha/3)\,r^2|\psi(0)|^2$. Atomic spectroscopy therefore needs $r^2$.

Electron scattering measures $G$ at $Q^2>0$, and the slope at zero must come from a fit. A short fit range leaves a large statistical error. A long range lets the curvature of $G$ distort the slope. Synthetic data with a known radius separate the two effects.

Write $q=Q^2$, in fm$^{-2}$, and let the data cover $0<q\le q_m$. The normalization is taken as known, the errors $\sigma_i$ as independent, Gaussian and of known size. Radiative and two-photon corrections are left out.

\section{A form factor with the two-pion cut}

At negative $q=-t$ the photon can turn into two pions once $t\ge t_c=4m_\pi^2$, so $G$ has a cut along $q\le-t_c$. This cut is taken to be the singularity nearest the origin, as for a single proton; a loosely bound nucleus has singularities closer in, set by its binding, and these would change both $t_c$ and the threshold power used below. The pair has angular momentum one. Each of its two couplings contributes one power of the pion momentum and phase space a third, so ${\rm Im}\,G\propto(t-t_c)^{3/2}$ near threshold. A model with this behaviour is
\begin{equation}
 G(q)=\frac{h(s)}{h(s_0)},\quad h(s)=\frac{1+5s/b}{(1+s/b)^5},\quad
 s=\sqrt{t_c+q},\quad s_0=\sqrt{t_c}.
\end{equation}
In the cut plane ${\rm Re}\,s>0$, so the pole at $s=-b$ is not reached. With $y=s/b$,
\begin{equation}
 h=(1+5y)(1-5y+15y^2-35y^3+\dots)=1-10y^2+40y^3+\dots
\end{equation}
The linear term cancels and $y^2$ is analytic in $q$. On the upper side of the cut, $t+i0$, one has $s=-i\kappa$ with $\kappa=\sqrt{t-t_c}$. Since $(-i)^3=i$, ${\rm Im}\,h=40\kappa^3/b^3$ to leading order in $\kappa$, as required. At large $q$, $h\to5b^4/s^4$, so $G$ falls as $q^{-2}$.

The radius follows from the logarithmic derivative,
\begin{equation}
 \frac{d\ln h}{ds}=\frac{5}{b+5s}-\frac{5}{b+s}
 =\frac{-20s}{(b+5s)(b+s)} .
\end{equation}
Multiplying by $ds/dq=1/(2s)$ gives
\begin{equation}
 \frac{G'}{G}=\frac{-10}{(b+5s)(b+s)},\qquad
 r^2=\frac{60}{(b+5s_0)(b+s_0)} . \label{eq:radius}
\end{equation}
Because $G$ decays, Cauchy's theorem also gives
\begin{equation}
 G(q)=\frac1\pi\int_{t_c}^{\infty}\frac{{\rm Im}\,G(t+i0)}{t+q}\,dt,
 \qquad r^2=\frac6\pi\int_{t_c}^{\infty}\frac{{\rm Im}\,G(t+i0)}{t^2}\,dt .
\end{equation}

The parameters are rounded to $t_c=2$~fm$^{-2}$, which implies a pion mass of 139.5~MeV, and $b=5.4$~fm$^{-1}$. Equation~(\ref{eq:radius}) gives $r^2=60/(12.471\times6.814)=0.7060$~fm$^2$, hence $r=0.8403$~fm. The spectral integral, evaluated numerically, gives the same $r^2$.

\section{What the cut does to each expansion}

\subsection{Powers of $q$}

The non-analytic part of $G$ nearest the origin is proportional to $(1+q/t_c)^{3/2}$. Its Taylor coefficients have the ratio
\begin{equation}
 \frac{c_{k+1}}{c_k}=-\frac{k-3/2}{k+1}\,\frac1{t_c}\longrightarrow-\frac1{t_c},
\end{equation}
so the Taylor series converges for $|q|<t_c$. The coefficients at $k=30$, corrected for the finite-$k$ factor, give a limit of $-0.501$~fm$^2$, against $-1/t_c=-0.5$~fm$^2$.

A fitted polynomial is not a truncated Taylor series, and its useful range need not end at $t_c$. Set $q=q_m(1+x)/2$ and $x=(w+1/w)/2$, so that the data interval is the circle $|w|=1$. The Chebyshev coefficients are
\begin{equation}
 A_k=\frac{1}{\pi i}\oint G\,w^{-k-1}\,dw .
\end{equation}
The contour can be widened to any $|w|=R<\rho$, where $\rho$ is the modulus at the nearest singularity, and so $|A_k|\le 2R^{-k}\max|G|$. The tip of the cut lies at $|x|=1+2t_c/q_m$, which gives
\begin{equation}
 \rho=|x|+\sqrt{x^2-1},\qquad |x|=1+\frac{2t_c}{q_m}. \label{eq:rho}
\end{equation}
Polynomials thus approximate $G$ on any finite range with geometrically falling error, but slowly when $q_m\gg t_c$. For $q_m=20$~fm$^{-2}$, $\rho=1.2+\sqrt{0.44}=1.863$. Near the tip, $w_0=-\rho$, the quantity $q+t_c$ vanishes linearly in $w-w_0$, so the singular part is proportional to $(1-w/w_0)^{3/2}$. As in the Taylor case, its coefficients have a ratio of size $\rho^{-1}(k-3/2)/(k+1)\approx\rho^{-1}(1-5/(2k))$, so the threshold power multiplies $\rho^{-k}$ by $k^{-5/2}$. With this factor removed, the coefficients near $k=60$ give 1.863 as well.

\subsection{Powers of $z$}

The cut plane is the half-plane ${\rm Re}\,s>0$, where $s$ is closer to $s_0$ than to $-s_0$. Hence
\begin{equation}
 z=\frac{s-s_0}{s+s_0}=\frac{s^2-s_0^2}{(s+s_0)^2}=\frac{q}{(s+s_0)^2}
\end{equation}
maps it onto $|z|<1$, with the cut on the unit circle. The expansion $G=1+b_1z+b_2z^2+\dots$ converges at every finite $q\ge0$. Near the origin $z\approx q/(4t_c)$, so
\begin{equation}
 r^2=-\frac{6b_1}{4t_c}=-\frac{3b_1}{2t_c}.
\end{equation}

The data now occupy $0\le z\le z_m$. With $x=2z/z_m-1$, the identity $|x+1|+|x-1|=|w|+1/|w|$ gives, on the unit circle,
\begin{equation}
 |w|+\frac1{|w|}=\frac{2}{z_m}\bigl(1+|z-z_m|\bigr)\ge
 2\left(\frac{2}{z_m}-1\right),
\end{equation}
with equality at $z=1$. The guaranteed rate is therefore the first part of Eq.~(\ref{eq:rho}) with $x=2/z_m-1$. For $q_m=20$~fm$^{-2}$, $z_m=0.537$ and $\rho=5.26$.

The model does better: its coefficients fall by a factor 9.9 near $k=60$. In $z$ the square root has disappeared, and the remaining singularity, $s=-b$, sits outside the disk at $z=(b+s_0)/(b-s_0)=1.71$. This smoothness favours the $z$ fit, which is why a second truth is examined below.

\section{The fit and its errors}

Let $u=q$ or $u=z$. The model is $G-1=\sum_{k=1}^{K}a_ku^k$, and the radius is $r^2=fa_1$ with $f=-6$ or $f=-3/(2t_c)$. Divide every datum by its error:
\begin{equation}
 d_i=\frac{G_i^{\rm data}-1}{\sigma_i}=g_i+\eta_i,\qquad
 g_i=\frac{G_i-1}{\sigma_i},\qquad X_{ik}=\frac{u_i^k}{\sigma_i},
\end{equation}
where the $\eta_i$ are independent with unit variance. Minimizing $\chi^2=|d-Xa|^2$ gives $X^TXa=X^Td$, and therefore
\begin{equation}
 r^2_{\rm fit}=\ell\cdot d,\qquad \ell=fX(X^TX)^{-1}e_1,
\end{equation}
with $e_1=(1,0,\dots,0)^T$. The estimate is linear in the data, so
\begin{equation}
 {\rm bias}(r^2)=\ell\cdot g-r^2,\qquad V={\rm var}(r^2)=\ell\cdot\ell .
\end{equation}
For small errors $\delta r=\delta(r^2)/(2r)$, so the standard deviation of the radius is $\sqrt V/(2r_0)$, with $r_0=\sqrt{\ell\cdot g}$ the noise-free fitted radius. The bias quoted below is $r_0-r$. In a computation the columns of $X$ are scaled to similar size and the problem is solved by an orthogonal decomposition, which avoids squaring the condition number.

The residual is $P(g+\eta)$, where $P$ projects onto the $N-K$ directions orthogonal to the columns of $X$. The cross term averages to zero, so
\begin{equation}
 \langle\chi^2\rangle=N-K+\lambda,\qquad \lambda=|Pg|^2 .
\end{equation}
Here $\lambda$ is the misfit caused by truncation. It must be compared with the natural scatter of $\chi^2$, which is $\sqrt{2(N-K)}$ when $\lambda$ is small.

\subsection{Why variance has a direction}

The vector $\ell$ obeys $X^T\ell=fe_1$. Any other $m$ with $X^Tm=fe_1$ differs from $\ell$ by some $D$ with $X^TD=0$. Since $\ell$ is a combination of the columns of $X$, $D\perp\ell$ and $|m|^2=|\ell|^2+|D|^2$. Least squares thus has the smallest variance under this condition. When data are added, the old $\ell$ padded with zeros still satisfies the condition, so $V$ cannot rise at fixed $K$. No such theorem holds for the bias.

When a coefficient is added, $\ell_{K+1}$ still satisfies the old $K$ conditions. Hence $\ell_{K+1}=\ell_K+ce$, where $e$ is the unit vector in the enlarged column space orthogonal to the old one. It follows that $V_{K+1}-V_K=c^2\ge0$. The noise-free estimate shifts by $c\,e\cdot g$ while the misfit drops by $(e\cdot g)^2$, so
\begin{equation}
 |\Delta r^2|=\sqrt{(V_{K+1}-V_K)(\lambda_K-\lambda_{K+1})}. \label{eq:hidden}
\end{equation}
The same identity holds for real data with $\chi^2$ in place of $\lambda$. If the next order doubles the standard deviation, $|c|=\sqrt3\sqrt{V_K}$. A misfit change of 4, small beside a total $\chi^2$ of 50, then moves $r^2$ by 3.5 of the quoted standard deviations.

\subsection{The short-range limit}

For $q_m\ll t_c$, set $q=q_mv$. The first neglected term is of order $q_m^{K+1}$, and returning from a slope in $v$ to one in $q$ costs a factor $1/q_m$. The bias therefore scales as $q_m^K$, provided that term does not vanish. At fixed data spacing and nearly constant $\sigma_i$, $N\propto q_m$, so the standard deviation scales as $q_m^{-1}N^{-1/2}\propto q_m^{-3/2}$. Minimizing $B^2q_m^{2K}+S^2q_m^{-3}$, with constants $B$ and $S$, gives
\begin{equation}
 2KB^2q_m^{2K}=3S^2q_m^{-3}\quad\Rightarrow\quad
 \frac{|{\rm bias}|}{\rm sd}=\sqrt{\frac{3}{2K}} .
\end{equation}
In this limit the best range has a bias comparable with the statistical error, so the statistical error alone understates the uncertainty.

\section{Synthetic data}

The data are 200 points spaced by 0.1~fm$^{-2}$ up to 20~fm$^{-2}$ (0.779~GeV$^2$), each with a relative error of 0.2\%. Selected results follow; bias and standard deviation of $r$ are in fm, $q_m$ is in fm$^{-2}$, and the full table is in the numerical output.

\begin{center}
\begin{tabular}{rr|rrr|rrr}
 & & \multicolumn{3}{c|}{polynomial} & \multicolumn{3}{c}{$z$ expansion}\\
$K$ & $q_m$ & bias & sd & $\lambda$ & bias & sd & $\lambda$\\ \hline
2 & 1 & $-0.0043$ & 0.0139 & 0.0 & $-0.0000$ & 0.0173 & 0.0\\
2 & 5 & $-0.0470$ & 0.0011 & 149 & $+0.0028$ & 0.0024 & 0.5\\
3 & 5 & $-0.0138$ & 0.0029 & 3.5 & $-0.0016$ & 0.0069 & 0.0\\
3 & 20 & $-0.1034$ & 0.0003 & 8715 & $-0.0198$ & 0.0019 & 32\\
4 & 5 & $-0.0041$ & 0.0060 & 0.1 & $+0.0002$ & 0.0150 & 0.0\\
4 & 20 & $-0.0559$ & 0.0006 & 902 & $+0.0037$ & 0.0045 & 0.3
\end{tabular}
\end{center}

For the straight line, $K=1$ in $q$, the sign of the bias can be derived. The fitted slope is an average of $(G_i-1)/q_i$ with positive weights $q_i^2/\sigma_i^2$. By Eq.~(\ref{eq:radius}), $|G'|$ decreases with $q$, so $G$ is convex and each of these chords is less steep than the tangent at zero. The radius comes out too small: by 0.046~fm at $q_m=1$~fm$^{-2}$ and by 0.353~fm at 20~fm$^{-2}$.

At $q_m=20$~fm$^{-2}$ the polynomial bias falls by factors 1.85, 1.84 and 1.85 as $K$ goes from 1 to 4, close to $\rho=1.863$. This is an observation, since Eq.~(\ref{eq:rho}) concerns high orders. The dipole below does not follow such a pattern.

Neither basis wins everywhere. At equal $K$ and $q_m$ the $z$ fit has the larger standard deviation throughout the full table. At $K=4$, $q_m=5$~fm$^{-2}$ the polynomial has the smaller total error. In this model the best tabulated $z$ fit has a lower order than the best polynomial and also a smaller total error. Over the tabulated choices, the smallest root-mean-square error of the polynomial is
\begin{equation}
 \sqrt{0.00409^2+0.00596^2}=0.0072~{\rm fm}\qquad(K=4,\ q_m=5~{\rm fm}^{-2}),
\end{equation}
and that of the $z$ fit is
\begin{equation}
 \sqrt{0.00283^2+0.00237^2}=0.0037~{\rm fm}\qquad(K=2,\ q_m=5~{\rm fm}^{-2}).
\end{equation}
These minima are found with knowledge of the true radius, which an analyst lacks. The small $K=2$ bias of the $z$ fit is partly an accident of the parameters. Inserting $s=s_0(1+z)/(1-z)$ gives $G=(1+\alpha z)(1-z)^4/(1-\beta z)^5$ with $\alpha=(5s_0-b)/(5s_0+b)=0.134$ and $\beta=(b-s_0)/(b+s_0)=0.585$, whose expansion has $b_2=-0.71$, $b_3=-0.05$ and $b_4=+0.27$. The first term omitted at $K=2$ is small, and the next terms, $b_4$ and $b_5=+0.31$, push the radius the other way. At $q_m=1$~fm$^{-2}$ the $b_3$ term contributes $-0.00011$~fm and the higher terms $+0.00010$~fm, so the near-zero entry is a cancellation. At $q_m=5$~fm$^{-2}$ the contributions are $-0.0011$~fm from $b_3$, $+0.0026$~fm from $b_4$ and $+0.0013$~fm from $b_5$ and beyond.

As a test of the error formulas, 4000 data sets were fitted at $K=2$, $q_m=10$~fm$^{-2}$. The mean bias was $-0.1029$~fm for the polynomial and $+0.0115$~fm for $z$. These values, the scatter and the mean $\chi^2$ agree with the formulas within sampling error.

\subsection{Bias behind a good fit}

One data set fitted with $K=3$ shows what an analyst sees. At $q_m=5$~fm$^{-2}$ the polynomial gives $r=0.8261\pm0.0029$~fm with $\chi^2$ per degree of freedom 1.09. With 47 degrees of freedom the scatter of that ratio is $\sqrt{2/47}=0.21$, so the fit is acceptable, yet the radius is 4.9 standard deviations low. At 20~fm$^{-2}$ the $z$ fit gives $0.8197\pm0.0019$~fm with ratio 1.12 and scatter $\sqrt{2/197}=0.10$. A global $\chi^2$ test does not reject this data set at the 5\% level, but the radius is about 11 standard deviations low. The expected misfit, $\lambda=32$, is 1.6 times the scatter $\sqrt{2\times197}=19.8$ of $\chi^2$, so many other data sets would be rejected.

Equation~(\ref{eq:hidden}) shows the mechanism: a modest misfit along one direction, $e$, carries a large change of slope. It gives the step to the next order, not the whole bias. Without noise, going from $K=3$ to 4 raises $r^2$ by 0.016~fm$^2$ in the first case, against a deficit of 0.023~fm$^2$, and by 0.039~fm$^2$ in the second, against a deficit of 0.033~fm$^2$. The remedy is to examine the drop in $\chi^2$ when $K$ rises by one. In the second case its expected value is $1+(32.2-0.3)\approx33$, against 1 for pure noise, so the missing term is plain. In the first it is $1+(3.5-0.1)=4.4$, which noise can mask. There the radius must also be followed as $K$ and $q_m$ vary.

\subsection{A less favourable truth}

The dipole $G=(1+q/\Lambda^2)^{-2}$ has $r^2=12/\Lambda^2$. Equal radius requires $\Lambda^2=17.0$~fm$^{-2}$. Its double pole at $t=\Lambda^2>t_c$ lies on the unit circle in $z$, so its $z$ coefficients do not decay. At $q_m=20$~fm$^{-2}$ and $K=3$ the $z$ fit is biased by $-0.083$~fm and the polynomial by $-0.056$~fm: the order of merit is reversed at this order. At $K=1$ and 2 the $z$ bias is still the smaller in size, 0.206 against 0.317~fm and 0.109 against 0.141~fm. The guaranteed $z$ rate of 5.26 still holds, since $G$ is analytic inside the disk. The polynomial has gained: its nearest singularity is now at $t=\Lambda^2$, so $|x|=2.70$ and $\rho=5.21$. Both fits betray themselves, with $\lambda=479$ and 6643. At $K=4$ the $z$ fit recovers, with bias $+0.005$~fm, standard deviation 0.004~fm and $\lambda=0.7$, while the polynomial keeps a bias of $-0.020$~fm and $\lambda=301$.

The map protects against the known cut, not against truncation. If $t_c$ is set above the true threshold, part of the cut enters the disk along the negative $z$ axis, starting from $z=-1$. The ellipse that sets the guaranteed rate reaches only to $z=-(1-z_m)$, so the rate is lost once the tip of the cut passes that point. If it is set too low, the guarantee survives, but $z_m$ grows and the rate falls. Correlated errors require the full covariance matrix in place of the division by $\sigma_i$, and an uncertain normalization requires a further fit parameter.

\section*{Computed results}
\begin{verbatim}
cut t_c = 2.0 fm^-2; model scale b = 5.4 fm^-1
pion mass implied = 139.5 MeV
true r^2 = 0.70604 fm^2; spectral = 0.70604 fm^2
true r = 0.84026 fm; dipole Lambda^2 = 16.996 fm^-2
threshold power of Im G in sqrt(t-t_c) = 3.000
data: 200 points, spacing 0.1 fm^-2, relative error 0.2 %
largest Q2 = 20 fm^-2 = 0.779 GeV^2; z_max = 0.5367
Taylor ratio limit from k=30: -0.5006 fm^2
rate rho, polynomial: predicted 1.863, found 1.863
rate rho, z: guaranteed 5.263, found 9.894
Table: bias and sd of r in fm, excess chi2 (no unit), Qmax2 in fm^-2
K Qmax2 | poly: bias      sd   excess | z: bias      sd   excess | sqrt(2dof)
1     1 |   -0.04578 0.00353     9.034 | +0.02544 0.00385     2.350 | 4.2
1     2 |   -0.08166 0.00126   194.884 | +0.04269 0.00146    39.060 | 6.2
1     5 |   -0.16214 0.00030  9347.254 | +0.07493 0.00041  1045.243 | 9.9
1    10 |   -0.24971 0.00010 143188.167 | +0.10167 0.00015  7941.964 | 14.1
1    15 |   -0.30889 0.00005 652643.342 | +0.11526 0.00009 20590.378 | 17.3
1    20 |   -0.35277 0.00003 1856773.329 | +0.12297 0.00006 35515.034 | 19.9
2     1 |   -0.00429 0.01388     0.014 | -0.00001 0.01731     0.000 | 4.0
2     2 |   -0.01306 0.00486     0.918 | +0.00022 0.00714     0.001 | 6.0
2     5 |   -0.04698 0.00114   149.172 | +0.00283 0.00237     0.492 | 9.8
2    10 |   -0.10290 0.00036  4712.845 | +0.01148 0.00108    30.668 | 14.0
2    15 |   -0.15051 0.00018 30214.417 | +0.02267 0.00069   251.568 | 17.2
2    20 |   -0.19053 0.00011 105631.232 | +0.03476 0.00050   986.746 | 19.9
3     1 |   -0.00041 0.03537     0.000 | -0.00003 0.04546     0.000 | 3.7
3     2 |   -0.00212 0.01235     0.007 | -0.00020 0.01924     0.000 | 5.8
3     5 |   -0.01383 0.00291     3.548 | -0.00161 0.00689     0.018 | 9.7
3    10 |   -0.04286 0.00093   226.555 | -0.00628 0.00348     1.059 | 13.9
3    15 |   -0.07387 0.00046  2030.356 | -0.01263 0.00242     8.429 | 17.1
3    20 |   -0.10342 0.00028  8715.277 | -0.01982 0.00190    32.156 | 19.8
4     1 |   -0.00004 0.07239     0.000 | +0.00000 0.09461     0.000 | 3.5
4     2 |   -0.00035 0.02512     0.000 | +0.00001 0.04027     0.000 | 5.7
4     5 |   -0.00409 0.00596     0.109 | +0.00020 0.01497     0.000 | 9.6
4    10 |   -0.01784 0.00191    13.829 | +0.00101 0.00787     0.007 | 13.9
4    15 |   -0.03617 0.00096   171.779 | +0.00224 0.00562     0.066 | 17.1
4    20 |   -0.05594 0.00058   901.548 | +0.00366 0.00450     0.256 | 19.8
least rms error, poly: 0.00723 fm at K=4, Qmax2=5 fm^-2
least rms error, z: 0.00369 fm at K=2, Qmax2=5 fm^-2
4000 sets, poly, K=2, Qmax2=10 fm^-2: bias -0.10291 fm, sd 0.00036 fm, chi2 4810.52 (formula 4810.84)
4000 sets, z, K=2, Qmax2=10 fm^-2: bias +0.01145 fm, sd 0.00107 fm, chi2 128.45 (formula 128.67)
One data set, K=3: r +- sd in fm, chi2/dof
Qmax2=5 fm^-2: poly 0.8261 +- 0.0029, 1.092 | z 0.8378 +- 0.0069, 1.022
Qmax2=10 fm^-2: poly 0.7974 +- 0.0009, 3.216 | z 0.8352 +- 0.0035, 0.921
Qmax2=20 fm^-2: poly 0.7367 +- 0.0003, 45.071 | z 0.8197 +- 0.0019, 1.116
Dipole truth, Qmax2=20 fm^-2: bias and sd in fm, excess chi2
K=1: poly -0.31729 0.00002 4042291.103 | z +0.20574 0.00004 83496.619
K=2: poly -0.14054 0.00008 151969.371 | z +0.10913 0.00039 15036.078
K=3: poly -0.05628 0.00022 6643.010 | z -0.08336 0.00186 479.221
K=4: poly -0.02042 0.00049 300.894 | z +0.00514 0.00418 0.661
\end{verbatim}
